\section*{Dipole sign from the isotopic change of g/B in diatomics}

\section{Definitions and conventions}

Consider a diatomic molecule with a nondegenerate closed-shell ground state $|0\rangle$, treated in the Born--Oppenheimer approximation. The nuclei have charges $Z_ae$ and lie at $z_a$ on the $z$ axis, whose origin is fixed to the molecular frame. There are $N$ electrons of charge $-e$ and mass $m_e$. The net charge is $Qe$, with $Q=\sum_aZ_a-N$, and the dipole component along $z$ is
\begin{equation}
D=e\Big(\sum_a Z_az_a-\Big\langle\sum_i z_i\Big\rangle\Big).
\label{dip}
\end{equation}
It is positive when the dipole vector, drawn from negative to positive charge, points along $+z$. The centre of mass is at $z=c$. With reduced mass $\mu$ and bond length $R$, the moment of inertia is $I=\mu R^2$.

The molecule rotates about the $x$ axis with angular momentum $J$. Its magnetic moment $m$ defines the rotational $g$ factor, and $B$ is expressed as a frequency:
\begin{equation}
m=g\,\mu_N\frac{J}{\hbar},\qquad \mu_N=\frac{e\hbar}{2m_p},\qquad
B=\frac{h}{8\pi^2I}.
\label{conv}
\end{equation}
Thus $g>0$ means that the moment is parallel to $J$. Rotation about $y$ gives the same $g$ by axial symmetry.

Isotopic substitution leaves the electronic Hamiltonian and the potential curve unchanged in this approximation. We first compare isotopologues at the same $R$, in particular at the common equilibrium distance $R_e$. Zero-point motion is treated separately below.

\section{The rotational moment}

The rotational energy contains $(J-L_x)^2/2I$, where $L_x$ is the electronic angular momentum about the centre of mass. Its cross term is $-\omega L_x$ with $\omega=J/I$. The electrons therefore feel the perturbation
\begin{equation}
H'=-\omega L_x(c),\qquad
L_x(c)=\sum_i\big[y_ip_{z,i}-(z_i-c)p_{y,i}\big].
\label{pert}
\end{equation}
Corrections of relative order $m_e/M$, with $M$ a nuclear mass, are omitted. First-order perturbation theory gives
\begin{equation}
|\psi\rangle=|0\rangle+\omega\sum_{n\ne0}|n\rangle
\frac{\langle n|L_x(c)|0\rangle}{E_n-E_0}.
\end{equation}
The plus sign comes from the minus sign in \eqref{pert} and the usual denominator $E_0-E_n$. The ground state can be chosen real, and $L_x$ is Hermitian and imaginary, so $\langle0|L_x|0\rangle=0$. The two terms linear in $\omega$ are complex conjugates, and
\begin{equation}
\langle L_x(c)\rangle=2\omega S(c),\qquad
S(c)=\sum_{n\ne0}\frac{|\langle n|L_x(c)|0\rangle|^2}{E_n-E_0}.
\label{S}
\end{equation}

A nucleus at distance $|z_a-c|$ from the axis moves with speed $\omega|z_a-c|$. From $\tfrac12q\,\mathbf r\times\mathbf v$ it contributes $\tfrac12eZ_a\omega(z_a-c)^2$ to the moment. The electrons contribute $-(e/2m_e)\langle L_x\rangle$, because their momentum in \eqref{pert} is $m_e$ times the velocity in the nonrotating frame. The sum is
\begin{equation}
m=\frac{e\omega}{2}G(c),\qquad
G(c)=\sum_aZ_a(z_a-c)^2-\frac{2}{m_e}S(c).
\label{G}
\end{equation}
Setting this equal to $g\mu_NJ/\hbar=geI\omega/2m_p$ gives
\begin{equation}
g=\frac{m_p}{I}G(c),\qquad
\frac gB=\frac{8\pi^2m_p}{h}\,G(c).
\label{ratio}
\end{equation}
The division by $B$ removes the moment of inertia. At fixed $R$, the isotopic masses enter $g/B$ through $c$ alone.

\section{Moving the centre of mass}

Let $Y=\sum_iy_i$ and $P_y=\sum_ip_{y,i}$. From \eqref{pert}, $L_x(c)=L_x(0)+cP_y$. Expanding the square in \eqref{S} gives
\begin{align}
S(c)={}&S(0)+2c\,\mathrm{Re}\sum_{n\ne0}
\frac{\langle0|L_x(0)|n\rangle\langle n|P_y|0\rangle}{E_n-E_0}\notag\\
&+c^2\sum_{n\ne0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}.
\label{expand}
\end{align}
The potential energy depends on positions and commutes with $Y$, so the kinetic energy alone contributes to $[H,Y]=-i\hbar P_y/m_e$. Taking the matrix element between eigenstates gives
\begin{equation}
\langle n|P_y|0\rangle=\frac{im_e}{\hbar}(E_n-E_0)\langle n|Y|0\rangle .
\label{hyper}
\end{equation}
This factor cancels the energy denominator. The missing $n=0$ term may then be added to the cross sum, since $\langle0|L_x(0)|0\rangle=0$, and completeness gives
\begin{align}
\mathrm{Re}\sum_{n\ne0}\frac{\langle0|L_x(0)|n\rangle\langle n|P_y|0\rangle}{E_n-E_0}
&=\mathrm{Re}\,\frac{im_e}{\hbar}\langle L_x(0)Y\rangle\notag\\
&=\frac{im_e}{2\hbar}\langle[L_x(0),Y]\rangle\notag\\
&=-\frac{m_e}{2}\Big\langle\sum_iz_i\Big\rangle .
\label{cross}
\end{align}
The second line uses $\langle L_xY\rangle^*=\langle YL_x\rangle$. The third uses $[L_x(0),Y]=-\sum_iz_i[p_{y,i},y_i]=i\hbar\sum_iz_i$.

The quadratic sum is treated in the same way. Here $\langle0|P_y|0\rangle=0$, again because the state is real, and $[P_y,Y]=-i\hbar N$:
\begin{equation}
\sum_{n\ne0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}
=\frac{im_e}{2\hbar}\langle[P_y,Y]\rangle=\frac{m_eN}{2}.
\label{trk}
\end{equation}
This is the oscillator-strength sum rule. Inserting \eqref{cross} and \eqref{trk} in \eqref{expand} gives
\begin{equation}
S(c)=S(0)-m_ec\Big\langle\sum_iz_i\Big\rangle+\frac{m_eN}{2}c^2 .
\label{Sc}
\end{equation}
The nuclear sum in \eqref{G} expands to $\sum_aZ_az_a^2-2c\sum_aZ_az_a+c^2\sum_aZ_a$. Combining it with $-(2/m_e)S(c)$ yields
\begin{align}
G(c)&=G(0)-2c\Big(\sum_aZ_az_a-\Big\langle\sum_iz_i\Big\rangle\Big)
+c^2\Big(\sum_aZ_a-N\Big)\notag\\
&=G(0)-\frac{2cD}{e}+Qc^2 .
\label{origin}
\end{align}
For a neutral molecule $Q=0$. Subtracting the values for two isotopologues and using \eqref{ratio} gives
\begin{equation}
\Big(\frac gB\Big)_2-\Big(\frac gB\Big)_1
=-K\,D\,(c_2-c_1),\qquad K=\frac{16\pi^2m_p}{he}.
\label{main}
\end{equation}
The unknown $S(0)$ has cancelled. Reversing the $z$ axis changes the signs of both $D$ and $c_2-c_1$, so the result does not depend on that choice. The masses fix the direction of the shift, and the measured change then fixes the direction of the dipole.

The signs of the $g$ factors must be known. If both were reversed, the inferred dipole would reverse too; an experiment that gives $|g|$ alone is insufficient.

\section{Physical meaning and special cases}

Rotation about $c_2$ is rotation about $c_1$ plus a uniform translation with velocity $\omega(c_2-c_1)$ along $+y$. Write $\Delta c=c_2-c_1$. The translating dipole contributes $-\tfrac12\omega D\Delta c$ to the moment along $x$. A second, equal contribution arises because the moment is now taken about $c_2$: the rotating dipole carries a net current $\sum q\mathbf v=\boldsymbol\omega\times\mathbf D$, so its magnetic moment depends on the reference point. The total, $-\omega D\Delta c$, is $\tfrac12e\omega\,\Delta G$ with $\Delta G=-2D\Delta c/e$, in agreement with \eqref{origin}.

A classical limit gives the same slope. For point charges $q_k$ carried rigidly on the axis, $G(c)=\sum_k(q_k/e)(z_k-c)^2$, whose linear term is $-2cD/e$. Real electrons do not follow the rotation rigidly, which changes $G(0)$, but they do follow a uniform translation. That is the content of \eqref{hyper}.

In a neutral homonuclear molecule, $D=0$ at fixed $R$ by symmetry. Unequal isotopes displace the centre of mass, yet $g/B$ does not change at fixed $R$.

For an ion, \eqref{origin} gives
\begin{align}
G(c_2)-G(c_1)&=-\frac{2D}{e}\Delta c+Q(c_2^2-c_1^2)\notag\\
&=-\frac{2\Delta c}{e}\Big[D-Qe\,\frac{c_1+c_2}{2}\Big].
\label{ion}
\end{align}
The bracket is the dipole about the midpoint of the two centres of mass. The linear law survives with this origin-specific dipole, whose sign need not describe the polarity of the bond.

Equation \eqref{origin} was tested on a one-electron model in the $yz$ plane, with two attractive wells and a harmonic confinement. The term $-\omega L_x(c)$ was included in the Hamiltonian before diagonalization. The induced angular momentum agreed with the sum over states, and the origin law held for a neutral and a singly charged case, with errors of about $10^{-6}$ atomic units. The two cases share one electronic Hamiltonian and differ only in the charges assigned in the nuclear sum, so together they test the electronic relation \eqref{Sc} once.

\section{Carbon monoxide at fixed bond length}

Place carbon at $z=0$ and oxygen at $z=R$. Positive $D$ then means C$^-$O$^+$. With atomic masses $m_{\rm C}$ and $m_{\rm O}$,
\begin{equation}
c=fR,\qquad f=\frac{m_{\rm O}}{m_{\rm C}+m_{\rm O}} .
\label{cm}
\end{equation}
Heavier carbon moves $c$ towards carbon, so $\Delta c<0$; heavier oxygen gives $\Delta c>0$. By \eqref{main}, the two substitutions must change $g/B$ in opposite directions.

The calculation uses the local density approximation with Slater exchange and VWN correlation, a fitted Coulomb potential and uncontracted Gaussian functions. The rotational perturbation is imaginary and the orbitals are real, so the density does not change to first order in $\omega$. The potential of this functional depends on the density alone and does not respond. Hence
\begin{equation}
S(c)=2\sum_{i}^{\rm occ}\sum_{a}^{\rm virt}
\frac{|\langle a|l_x(c)|i\rangle|^2}{\varepsilon_a-\varepsilon_i},
\label{ks}
\end{equation}
where $l_x$ is the one-electron operator and the factor 2 counts spin. The Kohn--Sham potential is local, so \eqref{hyper} also holds for the noninteracting Kohn--Sham system in a complete basis. A nonlocal exchange potential does not in general commute with $Y$, and the uncoupled sum \eqref{ks} would then lose this property.

The potential curve, computed in a smaller basis, has its minimum at $R_e=1.1270$~\AA; this distance was not reoptimized in the larger basis, and the last digit of the dipole is tied to it. The fixed-distance values below use a larger basis at this $R_e$. For $^{12}$C$^{16}$O,
\begin{equation}
c=\frac{15.9949}{12.0000+15.9949}\,(1.1270~\text{\AA})=0.6439~\text{\AA}.
\end{equation}
The computed $g=-0.28670$ and $B=58.038$~GHz give $g/B=-4.9399\times10^{-3}$~GHz$^{-1}$. For $^{13}$C$^{16}$O, $g=-0.27382$. Most of this change in $g$ is the trivial effect of the reduced mass: multiplying the first value by $6.8562/7.1724$ gives $-0.27406$. The small remainder carries the dipole, which is why $g/B$ is the useful quantity.

The dipole obtained from the electron density is $D=+0.0912\,ea_0=+0.232$~D, or $7.73\times10^{-31}$~C\,m. For the carbon substitution $\Delta c=-0.02228$~\AA, and \eqref{main} predicts
\begin{align}
\Delta(g/B)&=-(2.488\times10^{27})(7.73\times10^{-31})
(-2.228\times10^{-12})~\text{s}\notag\\
&=+4.28\times10^{-15}~\text{s}=+4.28\times10^{-6}~\text{GHz}^{-1}.
\end{align}
Evaluating \eqref{ks} separately at the two centres of mass gives $+4.30\times10^{-6}$~GHz$^{-1}$. The three comparisons are as follows.

\begin{center}
\begin{tabular}{lrrr}
\hline
Pair & $\Delta c$ & \multicolumn{2}{c}{$\Delta(g/B)$ ($10^{-6}$ GHz$^{-1}$)}\\
 & (\AA) & direct & from $D$\\
\hline
$^{12}$C$^{16}$O $\to$ $^{13}$C$^{16}$O & $-0.0223$ & $+4.30$ & $+4.28$\\
$^{12}$C$^{16}$O $\to$ $^{12}$C$^{18}$O & $+0.0323$ & $-6.22$ & $-6.21$\\
$^{13}$C$^{16}$O $\to$ $^{12}$C$^{18}$O & $+0.0546$ & $-10.53$ & $-10.49$\\
\hline
\end{tabular}
\end{center}

The last row can be read in the direction an experiment would use:
\begin{align}
D&=-\frac{\Delta(g/B)}{K\Delta c}
=\frac{10.53\times10^{-15}}{(2.488\times10^{27})(5.455\times10^{-12})}~\text{C\,m}\notag\\
&=7.76\times10^{-31}~\text{C\,m}=+0.233~\text{D}.
\end{align}
The positive sign means C$^-$O$^+$. In this basis all three pairs reproduce the density dipole to within 0.5\% of its value. The last digits depend on the basis: another uncontracted set of similar size, with a different fitting basis and grid and an oscillator-strength sum of 13.993, moves the direct column to $+4.33$, $-6.25$ and $-10.58$, widens the mismatch to at most 0.9\%, and changes $g$, $g/B$ and $D$ (in $ea_0$) in the last digit shown. Completeness was assumed in \eqref{cross} and \eqref{trk}; the finite basis gives 13.997 for the oscillator-strength sum instead of 14. The calculation does not separate this incompleteness from other numerical errors, such as the integration grid, as the source of the remaining difference between the two routes.

The agreement checks the relation within one electronic model. It does not establish the accuracy of that model, whose approximate functional enters both routes. The measured dipole is roughly 0.1~D in magnitude, well below the value computed here.

\section{Zero-point motion}

Spectra of the vibrational ground state give $g_0$ and $B_0$, which are averages over $R$. Let $\chi_k(R)$ be the radial ground state of isotopologue $k$. To leading order in rotation, $g_0$ averages $m_pG/(\mu R^2)$ and $B_0$ averages $h/(8\pi^2\mu R^2)$. The reduced mass cancels in the ratio:
\begin{equation}
\frac{g_0}{B_0}=\frac{8\pi^2m_p}{h}\langle G_k\rangle_k,\qquad
\langle F\rangle_k=\frac{\int|\chi_k|^2F R^{-2}\,dR}{\int|\chi_k|^2R^{-2}\,dR}.
\label{avg}
\end{equation}
Here $G_k(R)$ is $G$ taken at $c=f_kR$. The weight still depends on mass, so $c$ is no longer the sole source of isotopic change.

For isotopologues $a$ and $b$, let $\bar G=\tfrac12(G_a+G_b)$. Adding and subtracting mixed averages gives the identity
\begin{align}
\langle G_b\rangle_b-\langle G_a\rangle_a={}&
\tfrac12\big(\langle G_b-G_a\rangle_a+\langle G_b-G_a\rangle_b\big)\notag\\
&+\langle\bar G\rangle_b-\langle\bar G\rangle_a .
\label{split}
\end{align}
By \eqref{origin}, $G_b-G_a=-2(f_b-f_a)RD(R)/e$. Suppose that the fixed-$R$ law is applied to $g_0/B_0$ with $\Delta c=(f_b-f_a)R_e$. The apparent dipole is then
\begin{equation}
D_{\rm app}=\frac{\langle RD\rangle_a+\langle RD\rangle_b}{2R_e}
-\frac{e}{2\Delta c}\big(\langle\bar G\rangle_b-\langle\bar G\rangle_a\big).
\label{app}
\end{equation}
The first term is a vibrationally weighted dipole. The second is a contamination. Its numerator comes from the different vibrational weights and would remain even if $f_a$ and $f_b$ were equal; division by $\Delta c$ turns it into an error in the dipole.

Its mass dependence follows from $x=R-R_e$. In a nearly harmonic well with force constant $k_2$, $\langle\chi|x^2|\chi\rangle=\hbar/(2\sqrt{k_2\mu})$. The mean force vanishes in a stationary state. With cubic derivative $k_3$, this means $k_2\langle\chi|x|\chi\rangle+\tfrac12k_3\langle\chi|x^2|\chi\rangle=0$, so the mean displacement also scales as $\mu^{-1/2}$. Expanding $\bar G$ and the weight $R^{-2}$ to this order gives
\begin{equation}
\langle\bar G\rangle_k\simeq \bar G(R_e)+A\mu_k^{-1/2},
\label{mu}
\end{equation}
with $A$ independent of $k$ within the pair. A pair with nearly equal reduced masses and a large $\Delta c$ therefore suppresses the contamination.

The computed radial ground states show this directly. The pair $^{12}$C$^{16}$O, $^{13}$C$^{16}$O gives an apparent dipole of $+0.27$~D, with a contamination of $+0.048$~D. The pair $^{12}$C$^{16}$O, $^{12}$C$^{18}$O gives $+0.19$~D, with $-0.036$~D. In both substitutions $\mu$ increases, while $\Delta c$ has opposite signs; this reverses the error in \eqref{app}.

For $^{13}$C$^{16}$O and $^{12}$C$^{18}$O the reduced masses are 7.172 and 7.200~u. Their apparent dipole is $+0.224$~D, close to the weighted value of $+0.225$~D for $^{12}$C$^{16}$O, and the contamination is about $-0.002$~D. These averages use the smaller basis of the potential curve, whose $G$ at $R_e$ differs by about 1\% from that of the larger one. The contamination is set by the slope and curvature of $G(R)$, whose basis dependence was not examined, so its last digit is not established. They also use \eqref{origin} to move $G$ between isotopologues, so they measure the zero-point effect and are not a further check of the origin law.

All three pairs retain the sign C$^-$O$^+$ in this calculation. For a smaller dipole the same contamination would matter more, and it could reverse the inferred sign once it exceeded the weighted dipole and opposed it.

The measurement must also resolve a small difference. At fixed $R$, the relative changes of $g/B$ are about $0.09\%$, $0.13\%$ and $0.21\%$ for the pairs in the order of the table. If the two ratios have independent relative errors $\delta$, their difference has an absolute error of about $\sqrt2\,\delta\,|g/B|$, that is $\sqrt2\,\delta$ measured relative to $g/B$ itself. For the most favourable pair this must be small compared with $0.21\%$, so with the computed dipole a secure sign requires $\delta$ well below $0.21\%/\sqrt2\approx0.15\%$. The change of $g/B$ is proportional to $D$, so for a dipole near 0.1~D and a similar $g/B$ the bound is roughly half as large. Further digits and the values for each isotopologue are given in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: rotating frame vs state sum, max error = 2.0e-06 a.u.
Model: origin law, neutral, max error = 1.1e-06 a.u.
Model: origin law, cation, max error = 1.1e-06 a.u.
CO basis functions, scan / large = 130 / 212
CO bond length R_e = 1.1270 angstrom
Oscillator-strength sum (ideal 14) = 13.9971
Dipole from density, C to O = +0.09115 e a0 = +0.2317 D
Slope -16 pi^2 m_p/(h e) = -2.48800e+27 s/(C m^2)
12C16O: masses C, O = 12.00000000, 15.99491462 u
12C16O: reduced mass = 6.85621 u
12C16O: c from C = 0.64389 angstrom
12C16O: G = -8.85086 a0^2
12C16O: g = -0.286701, B = 58.0377 GHz
12C16O: g/B = -4.939913 1e-3/GHz
13C16O: masses C, O = 13.00335484, 15.99491462 u
13C16O: reduced mass = 7.17241 u
13C16O: c from C = 0.62161 angstrom
13C16O: G = -8.84315 a0^2
13C16O: g = -0.273823, B = 55.4790 GHz
13C16O: g/B = -4.935610 1e-3/GHz
12C18O: masses C, O = 12.00000000, 17.99915961 u
12C18O: reduced mass = 7.19987 u
12C18O: c from C = 0.67617 angstrom
12C18O: G = -8.86201 a0^2
12C18O: g = -0.273360, B = 55.2675 GHz
12C18O: g/B = -4.946135 1e-3/GHz
12C16O -> 13C16O: shift of c = -0.02228 angstrom
  change of g/B, direct = +4.3025 1e-6/GHz
  change of g/B, law    = +4.2836 1e-6/GHz
  relative change of g/B = -8.710e-04
  dipole from g_e/B_e = +0.2327 D
  dipole from g_0/B_0 = +0.2736 D
  zero-point contamination = +0.0482 D
12C16O -> 12C18O: shift of c = +0.03227 angstrom
  change of g/B, direct = -6.2227 1e-6/GHz
  change of g/B, law    = -6.2053 1e-6/GHz
  relative change of g/B = +1.260e-03
  dipole from g_e/B_e = +0.2323 D
  dipole from g_0/B_0 = +0.1895 D
  zero-point contamination = -0.0359 D
13C16O -> 12C18O: shift of c = +0.05455 angstrom
  change of g/B, direct = -10.5252 1e-6/GHz
  change of g/B, law    = -10.4889 1e-6/GHz
  relative change of g/B = +2.133e-03
  dipole from g_e/B_e = +0.2325 D
  dipole from g_0/B_0 = +0.2239 D
  zero-point contamination = -0.0016 D
Vibrationally weighted dipole, 12C16O = +0.2253 D
Vibrational interval, 12C16O = 2149.0 cm^-1
G at R_e in scan basis, 12C16O = -8.74773 a0^2
\end{verbatim}
